# Dissolving Tin-Oxygen Clusters and the Minus-One-Eighth Oxygen-Pressure Law, part 2

In tin-doped indium oxide, lowering the oxygen pressure $p$ dissolves neutral clusters and frees electrons:

$$(2\mathrm{Sn}^{\bullet}\,\mathrm{O}_i'')^{x}\;\rightleftharpoons\;2\,\mathrm{Sn}^{\bullet}+2e'+\tfrac12\mathrm{O}_2(\mathrm{gas}). \tag{1}$$

Dots, primes and $x$ denote positive, negative and zero relative charge. The densities are $n$ (electrons), $D$ (isolated ionised tins), $C$ (clusters) and $S$ (all tin). Cation sites have density $N_s$, interstitial sites $N_i=N_s/2$, each with four cation neighbours, and cluster placements $N_C=6N_i$. The Fermi level is $kT\eta$ above the band edge, and the electron activity is $a=N_ce^\eta$, where, for a parabolic band of mass $m$,

$$n=N_c e^\eta,\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2} \tag{10}$$

with the first relation holding for Boltzmann electrons only.

Assumption A2 puts all tin in neutral clusters or isolated ionised tins, neglecting partly dissolved clusters and free interstitial oxygen. With other charged defects also negligible, $n=D$ and $C=(S-n)/2$.

Lemma 1: a dilute species of density $c$ on positions of density $N$ has

$$\mu=g+kT\ln\frac{c}{N}. \tag{6}$$

Lemma 2: independent electrons in a fixed band have $\chi>1$, with $\chi\to1$ when non-degenerate.

Equilibrium requires

$$\frac{D^2a^2p^{1/2}}{C}=K(T), \tag{12}$$

or equivalently

$$\Delta+2kT\ln\frac{D}{N_s}+2kT\eta+\frac{kT}{2}\ln\frac{p}{p_0}
-kT\ln\frac{C}{N_C}=0. \tag{13}$$

Here $\Delta$ is the dissolution free energy at reference pressure $p_0$, without placement entropies and with electrons at the band edge. At fixed temperature and $S$,

$$\left(2+2\chi+\frac{n}{S-n}\right)d\ln n
=-\frac12\,d\ln p, \tag{16}$$

which gives the theorem for ideal carriers:

$$\frac{d\ln n}{d\ln p}=-\frac{1}{4+4\chi+\dfrac{2n}{S-n}},\qquad \chi=\frac{d\eta}{d\ln n}>1. \tag{2}$$

The exponent tends to $-1/8$ for $n\ll N_c$ and $n\ll S$. If the two tins stay paired, it is instead

$$\frac{d\ln n}{d\ln p}
=-\frac{1}{2+4\chi+2n/(S-n)}. \tag{22}$$

An independent count weights $X$ dissolved clusters, out of $M_0$ in volume $V$, by

$$w_X=\binom{N_CV}{M_0-X}\binom{N_sV}{2X}
e^{-F_e(2X)/kT}e^{-X\Delta/kT}
\left(\frac{p}{p_0}\right)^{-X/2}, \tag{20}$$

where $F_e(2X)$ is the free energy of $2X$ electrons measured from the band edge.

### Proposition 2: oxygen vacancies

A vacancy forms when lattice oxygen leaves and two electrons remain. If $v$ is the density of doubly charged vacancies, its equilibrium is

$$v\,a^2p^{1/2}=K_V. \tag{23}$$

If vacancies are the sole donors, $n=2v$. Taking logarithms gives $(1+2\chi)\,d\ln n=-\tfrac12\,d\ln p$, and the non-degenerate exponent is again $-1/6$.

When tin and vacancies both contribute, $n=D+2v$. Let $r=2v/n$ be the vacancy share of the positive charge.

**Proposition 2.** For Boltzmann electrons and $D\ll S$,

$$\frac{d\ln n}{d\ln p}=-\frac{1+r}{8+4r}. \tag{24}$$

**Proof.** Write $s=d\ln n/d\ln p$. At nearly constant $C$, the tin equilibrium gives $d\ln D/d\ln p=-(s+\tfrac14)$. Equation (23) gives $d\ln v/d\ln p=-(2s+\tfrac12)$. Weighting the two by their shares of the charge,

$$s=-(1-r)\left(s+\tfrac14\right)-r\left(2s+\tfrac12\right)
=-(1+r)s-\frac{1+r}{4}.$$

Hence $(2+r)s=-(1+r)/4$, which is (24). ∎

The exponent moves from $-1/8$ at $r=0$ to $-1/6$ at $r=1$. Tin suppresses vacancies because electrons enter (23) through $a^2$: a higher Fermi level makes vacancy formation more costly.

### Free interstitial oxygen

A cluster might also split into two tins and a free interstitial that stays in the solid. Let $E_b$ be the free energy of this splitting without the placement entropies, and let $I$ be the density of free interstitials. Lemma 1 gives

$$\frac{(D/N_s)^2(I/N_i)}{C/N_C}=e^{-E_b/kT}.$$

Because $N_C/N_i=6$,

$$I=\frac{C}{6}\left(\frac{N_s}{D}\right)^2e^{-E_b/kT}. \tag{25}$$

The charge balance is then $D=n+2I$, so the theorem requires $2I\ll n$. In the opposite limit, $D\simeq2I$. If $C$ is nearly constant, (25) then fixes both $D$ and $I$. Exchange of free interstitials with the gas requires $a^2p^{1/2}/I$ to be constant, so Boltzmann electrons follow $n\propto p^{-1/4}$. Weak binding therefore changes the law even if the clusters hold most of the tin.

### Coulomb correlation

The released particles attract and repel one another. Linear screening estimates the size of this effect. In a potential $\phi$, electrons respond with charge density $-e^2n\phi/(\chi kT)$ and mobile tins with $-e^2n\phi/(kT)$. Poisson's equation becomes $\nabla^2\phi=\kappa^2\phi$ away from the test charge, with

$$\kappa^2=\frac{e^2n}{\epsilon kT}\left(1+\frac1\chi\right), \tag{26}$$

where $\epsilon$ is the permittivity. A charge $e$ has the potential $e\,e^{-\kappa r}/(4\pi\epsilon r)$. Subtracting its unscreened potential and letting $r\to0$ leaves $-e\kappa/(4\pi\epsilon)$. Building up the charge from zero gives a factor $1/2$, so the shift per particle is

$$u=-\frac{e^2\kappa}{8\pi\epsilon}. \tag{27}$$

Each of the two tins receives this shift, and so does each of the two electrons as long as they are non-degenerate; the neutral cluster does not. For degenerate electrons (27) is not reliable: an added electron then strengthens the screening less than a classical charge would, and exchange between electrons, omitted here, also lowers their energy. The bracket multiplying $d\ln n$ in the mass-action differential gains $4G$, where $G=d(u/kT)/d\ln n$. The estimated exponent is

$$-\frac{1}{4+4\chi+8G+2n/(S-n)}. \tag{28}$$

Since $u$ is negative and grows in magnitude with $n$, $G<0$ and the exponent becomes steeper. In the dilute limit $\kappa\propto\sqrt n$, so $G=u/(2kT)$, which vanishes as $\sqrt n$. The bound of $1/8$ in the theorem thus belongs to ideal carriers and does not survive these interactions.

### Worked example

The parameters are round model values in the rough regime of crystalline tin-doped indium oxide:

- temperature 1000 K, so $kT=0.0862$ eV;
- effective mass 0.3 electron masses and relative permittivity 9;
- $S=1.0\times10^{21}$ and $N_s=3.0\times10^{22}$ cm$^{-3}$;
- oxygen pressure lowered from 1 to $10^{-4}$ Torr.

The tin content is $1/30$, or 3.3%, of the cation sites. Equation (10) gives $N_c=2.51\times10^{19}$ cm$^{-3}$. Two dissolution strengths are considered, at the same temperature and tin content. Case A has $3\times10^{18}$ electrons per cm$^3$ at 1 Torr, and case B has $10^{20}$. These densities set $\Delta$; they are not predictions of it.

**Case A.** Here $n/N_c=0.120$, $\eta=-2.082$ and $\chi=1.042$. The remaining cluster density is $(1000-3)\times10^{18}/2=4.985\times10^{20}$ cm$^{-3}$. Equation (13), at the reference pressure of 1 Torr, gives

$$\frac{\Delta}{kT}=\ln\frac{4.985\times10^{20}}{9.0\times10^{22}}
-2\ln10^{-4}+2(2.082)=17.39,$$

or $\Delta=1.50$ eV. The exponent is

$$-\frac{1}{4+4(1.0421)+2(0.0030)}=-0.1223,$$

2% smaller in magnitude than $1/8$.

**Case B.** Here $n/N_c=3.99$, $\eta=2.721$ and $\chi=2.276$. The dissolution free energy is 0.06 eV, and

$$-\frac{1}{4+4(2.2759)+2(0.1111)}=-0.0750.$$

This is 40% smaller in magnitude than $1/8$. Of the excess of the denominator over 8, degeneracy supplies $4(\chi-1)=5.10$ and cluster depletion supplies 0.22. Electron statistics therefore cause most of the departure within the ideal model.

Over the four decades of pressure, the ideal law multiplies the density by $10^{4/8}=3.16$. The full ideal-carrier equilibrium gives:

| Case | $n$ at $10^{-4}$ Torr | Factor |
|---|---:|---:|
| A | $9.08\times10^{18}$ cm$^{-3}$ | 3.03 |
| B | $1.84\times10^{20}$ cm$^{-3}$ | 1.84 |

The sum (20) tests these cases with Fermi statistics. In volumes of $4\times10^{-15}$ cm$^3$ for A and $4\times10^{-16}$ cm$^3$ for B, it gives exponents $-0.1223$ and $-0.0750$. Its low-pressure densities are $9.09\times10^{18}$ and $1.84\times10^{20}$ cm$^{-3}$.

### Size of the neglected effects

**Band shape.** Replace the parabolic relation by $\mathcal E(1+\alpha\mathcal E)=\hbar^2k^2/2m$, where $\mathcal E$ is the energy above the band edge and $\alpha=0.4$ eV$^{-1}$. At the same densities, the exponents become $-0.1228$ in A and $-0.0830$ in B. The added states at higher energy reduce $\chi$, but Lemma 2 still keeps it above one. The mass matters as much in B: a parabolic band gives $-0.059$ for 0.2 electron masses and $-0.081$ for 0.35, while A stays between $-0.120$ and $-0.123$. Band-edge masses near 0.2 have been reported for indium oxide, so 0.3 is only a round effective value.

**Tin motion.** If the pairs remain together, the exponents at the same densities are $-0.162$ in A and $-0.088$ in B. In B this is close to the value for separated tins in the non-parabolic band. The two values differ by only 0.005, and they coincide if $\alpha$ is raised to about 0.77 eV$^{-1}$, or the mass to about 0.35 at $\alpha=0.4$ eV$^{-1}$. Unless the band shape is known independently, a measured exponent at such a density cannot distinguish these explanations.

**Vacancies.** Suppose that undoped material has $10^{18}$ electrons per cm$^3$ at 1 Torr, all from vacancies. In A, vacancies then supply 3.3% of the positive charge at 1 Torr and 9.2% at $10^{-4}$ Torr. The exponent at 1 Torr becomes $-0.1243$. Its closeness to $-1/8$ comes from cancellation: vacancies steepen the dependence, while degeneracy weakens it. In B their charge share is below $10^{-5}$ at both pressures.

**Free interstitials.** Setting $2I=0.01n$ in (25) gives the binding needed to keep their charge to 1% of $n$. It is 2.3 eV in A and 1.4 eV in B. The dilute case needs stronger binding for two reasons: its released tins have more placement entropy to gain, and 1% of its smaller $n$ allows fewer free interstitials.

**Partly dissolved clusters.** These bindings are necessary but not sufficient for A2. A cluster can lose one tin at a cost $E_1$ and leave $(\mathrm{Sn}^{\bullet}\mathrm{O}_i'')'$, which has $4N_i$ placements. Lemma 1 gives its density as $P=\tfrac23C\,(N_s/D)\,e^{-E_1/kT}$, and the charge balance becomes $D=n+P+2I$. Keeping $P$ to 1% of $n$ needs $E_1=1.6$ eV in A and 1.0 eV in B, more than half of the totals above. If the 2.3 eV of case A were shared equally between the two tins, $P$ would be about $0.8n$ at the same electron density and the exponent about $-0.18$. Case A displays the dilute limit only if the first tin is bound strongly enough.

**Coulomb correlation.** The estimated shift per charge is $-0.030$ eV in A and $-0.147$ eV in B. Equation (28) then gives exponents of about $-0.15$ and $-0.13$. These are measures of sensitivity, not corrected predictions. Linear screening needs many carriers within a screening length, but that length is 2.70 nm in A and 0.55 nm in B, shorter than the radii 4.30 and 1.34 nm of a sphere holding one carrier. The value near $-1/8$ in B therefore does not restore the simple law. The electrons there are also degenerate, so the classical shift used in (28) does not apply to them.

**Cooling.** If the defects and electron density are held fixed on cooling to 300 K, the Fermi level is at the band edge to within 0.002 eV in A and 0.26 eV above it in B. The rough criterion $n^{1/3}a_B^*\simeq0.26$, with donor radius $a_B^*=1.59$ nm, puts the onset of metallic behaviour near $4\times10^{18}$ cm$^{-3}$. Case B is well above it. Case A is slightly below, so some electrons may bind to donors on cooling. The hydrogenic binding energy, 0.050 eV, is below $kT$ at 1000 K but above it at 300 K. Even at 1000 K an unscreened level of this depth would leave about 30% of the isolated tins neutral in A. These neutral tins are few compared with $S$ and carry no charge, so the exponent hardly changes, from $-0.1223$ to $-0.1222$.

### Comparison with real films

Conducting tin-doped indium oxide commonly has roughly $10^{20}$ to $10^{21}$ electrons per cm$^3$. Case B lies at the lower end of this range; case A is far below it and serves to display the dilute limit. Real conducting films thus break the assumption of non-degenerate electrons. In B this moves the ideal-carrier exponent from $-0.125$ to about $-0.075$ for the mass assumed, or $-0.06$ to $-0.08$ for masses of 0.2 to 0.35, while the linear estimate of interactions points in the opposite direction but is not valid at this density. The model does not fix the exponent reliably at this density.

The derivation also assumes crystalline sites and equilibrium with the gas. An amorphous film has a distribution of local sites and binding energies, and a film deposited near room temperature may retain a defect population set by its growth. For such films (2) is not a processing rule. For a crystalline film annealed long enough for oxygen exchange and tin separation, it gives an ideal-carrier estimate of the change of electron density at fixed temperature and tin content. The interactions discussed above can alter that change appreciably. A change in conductivity also requires the mobility, which this equilibrium does not determine. The numerical output lists the values for both cases.

## Values computed for the example and the checks

```
temperature 1000 K, kT 0.08617 eV
band-edge mass 0.3 m_e, relative permittivity 9.0
total tin 1.00e+21 cm^-3, cation sites 3.00e+22 cm^-3
interstitial sites 1.50e+22 cm^-3
cluster placements 9.00e+22 cm^-3
nonparabolicity 0.4 eV^-1
undoped density at 1 Torr 1.00e+18 cm^-3
band density Nc 2.5094e+19 cm^-3
counted slope, dilute Boltzmann -0.12469
counted slope, half dissolved -0.09999
counted slope, frozen pairs -0.16612
ideal-law density factor, 1 to 1e-04 Torr 3.1623
A: n at 1 Torr 3.000e+18 cm^-3, n/Nc 0.1195
A: clusters left 4.9850e+20 cm^-3
A: eta -2.0818, Fermi level -0.1794 eV
A: chi 1.0421, n/(S-n) 0.00301
A: dissolution free energy at 1 Torr 1.4984 eV
A: slope formula -0.12233, counted -0.12232
A: inverse slope magnitude 8.175
A: n at 1e-04 Torr 9.0779e+18 cm^-3, counted 9.0884e+18
A: density factor 3.0260
A: slope, nonparabolic band -0.12277
A: slope, frozen tin pairs -0.16196
A: binding for 1% free-interstitial charge 2.330 eV
A: with vacancies n 3.0501e+18, at low p 9.4995e+18 cm^-3
A: vacancy charge share 0.03327, at low p 0.09194
A: slope with vacancies -0.12426
A: screening length 2.700 nm, carrier-sphere radius 4.301 nm
A: Coulomb shift per charge -0.0296 eV
A: slope with linear-screening estimate -0.1465
A: Fermi level after cooling to 300 K -0.0016 eV
B: n at 1 Torr 1.000e+20 cm^-3, n/Nc 3.9850
B: clusters left 4.5000e+20 cm^-3
B: eta 2.7212, Fermi level 0.2345 eV
B: chi 2.2759, n/(S-n) 0.11111
B: dissolution free energy at 1 Torr 0.0575 eV
B: slope formula -0.07504, counted -0.07497
B: inverse slope magnitude 13.326
B: n at 1e-04 Torr 1.8395e+20 cm^-3, counted 1.8378e+20
B: density factor 1.8395
B: slope, nonparabolic band -0.08301
B: slope, frozen tin pairs -0.08829
B: binding for 1% free-interstitial charge 1.415 eV
B: with vacancies n 1.0000e+20, at low p 1.8395e+20 cm^-3
B: vacancy charge share 0.00000, at low p 0.00000
B: slope with vacancies -0.07504
B: screening length 0.546 nm, carrier-sphere radius 1.337 nm
B: Coulomb shift per charge -0.1466 eV
B: slope with linear-screening estimate -0.1319
B: Fermi level after cooling to 300 K 0.2597 eV
donor radius 1.588 nm, hydrogenic binding 0.0504 eV
rough metallic threshold (0.26/radius)^3 4.39e+18 cm^-3
```
